\section*{Small-q phonons in metals: slow self-consistency and the Kerker factor}

\section{The decision: how to mix}

A phonon calculation for a metal needs a rule for updating the self-consistent potential. A fixed mixing parameter of 0.7 may have served well for the ground state of the same cell, yet at a small phonon wave vector $q$ it can make the error grow twentyfold per step. One can reduce the parameter, precondition the residual, or change the solver. The choice depends on the spectrum of the dielectric matrix, whose contributions are weighed below.

Hartree atomic units are used. The perturbation is static with $\mathbf q\neq0$, and $\mathbf Q=\mathbf q+\mathbf G$, where $\mathbf G$ is a reciprocal lattice vector. The electron interaction is at first the Hartree term alone, $v(Q)=4\pi/Q^2$. Occupations $f$ are Fermi--Dirac functions, so they decrease with energy.

\section{What one mixing step does to an error}

The induced density is $\delta n=\chi_0\,\delta V$, and self-consistency requires
\begin{equation}
\delta V=\delta V_{\rm bare}+v\chi_0\,\delta V
\quad\Longleftrightarrow\quad
\varepsilon\,\delta V=\delta V_{\rm bare},\qquad \varepsilon=1-v\chi_0 .
\end{equation}
Simple mixing adds a fraction $\alpha$ of the residual:
\begin{equation}
\delta V\leftarrow\delta V+\alpha\,(\delta V_{\rm bare}-\varepsilon\,\delta V).
\end{equation}
Subtract the solution from both sides. Since the solution has zero residual, the error obeys $e\leftarrow(1-\alpha\varepsilon)e$, and an eigenvector of $\varepsilon$ with eigenvalue $\lambda$ is multiplied by $1-\alpha\lambda$.

To find the signs of these eigenvalues we need $\chi_0$. First-order perturbation theory gives $\delta\psi_i=\sum_{j\ne i}\psi_j\langle j|\delta V|i\rangle/(\epsilon_i-\epsilon_j)$. Insert this in $\delta n=\sum_i f_i(\psi_i^*\delta\psi_i+\psi_i\,\delta\psi_i^*)$ and exchange the labels $i,j$ in the second term:
\begin{equation}
\delta n(\mathbf r)=\sum_{ij}\frac{f_i-f_j}{\epsilon_i-\epsilon_j}\,
\psi_i^*(\mathbf r)\psi_j(\mathbf r)\,\langle j|\delta V|i\rangle .
\end{equation}
Occupations do not change at first order, because $\langle i|\delta V|i\rangle=0$ for $\mathbf q\ne0$. With $i=(n\mathbf k)$, $j=(m,\mathbf k+\mathbf q)$ and crystal volume $\mathcal V$,
\begin{equation}
\chi_{0,\mathbf G\mathbf G'}=\frac1{\mathcal V}\sum_{\mathbf k nm}
\frac{f_{n\mathbf k}-f_{m\mathbf k+\mathbf q}}{\epsilon_{n\mathbf k}-\epsilon_{m\mathbf k+\mathbf q}}\,
\rho_{\mathbf G}\,\rho_{\mathbf G'}^*,\qquad
\rho_{\mathbf G}=\langle n\mathbf k|e^{-i\mathbf Q\cdot\mathbf r}|m\,\mathbf k+\mathbf q\rangle ,
\label{chi}
\end{equation}
where the sum includes spin, and at equal energies the quotient means $f'(\epsilon)$. The quotient is never positive, so $x^\dagger\chi_0x\le0$ for every vector $x$. Moreover
\begin{equation}
\tilde\varepsilon=v^{-1/2}\varepsilon\,v^{1/2}=1-v^{1/2}\chi_0v^{1/2}
\end{equation}
is Hermitian and has the same eigenvalues as $\varepsilon$. They are therefore real and at least 1.

Convergence requires $|1-\alpha\lambda|<1$ for all $\lambda$, that is $0<\alpha<2/\lambda_{\max}$. The best fixed $\alpha$ balances the two ends of the spectrum, $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$. With $\kappa=\lambda_{\max}/\lambda_{\min}$,
\begin{equation}
\alpha=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
\text{error factor per step}=\frac{\kappa-1}{\kappa+1}.
\label{rate}
\end{equation}
For large $\kappa$ the logarithm of this factor is about $-2/\kappa$, so reducing the error by a factor \textit{tol} takes about $(\kappa/2)\ln(1/\textit{tol})$ steps. The cost follows the largest eigenvalue.

\section{First contribution: the Fermi surface}

Take $\mathbf G=\mathbf G'=0$ in (\ref{chi}) and let $q\to0$. By orthogonality $\rho_0\to\delta_{nm}$, and the quotient for $n=m$ tends to $f'(\epsilon_{n\mathbf k})$. Terms with $n\neq m$ have $\rho_0=O(q)$ and contribute $O(q^2)$. Hence
\begin{equation}
\chi_{0,00}\to\frac1{\mathcal V}\sum_{n\mathbf k}f'(\epsilon_{n\mathbf k})=-D,
\qquad D=\left.\frac{\partial n}{\partial\mu}\right|_{V},
\end{equation}
because $f$ depends on $\epsilon-\mu$. Physically, a slowly varying potential shifts the local band energies against a common Fermi level, and the density changes by $-D\,\delta V$. The diagonal element of $\varepsilon$ is then, to leading order,
\begin{equation}
\frac{4\pi D}{q^2}=\frac{k_{\rm TF}^2}{q^2},\qquad k_{\rm TF}^2=4\pi D .
\end{equation}
The density response stays finite, but the Coulomb interaction turns it into a potential that grows as $1/q^2$. A small error in $\delta V$ is answered by a far larger potential of opposite sign. This is charge sloshing.

The ground state of a small cell avoids it. There $\mathbf q=0$, neutrality fixes the $\mathbf G=0$ component, and the smallest remaining wave vector is a reciprocal lattice vector. A phonon at small $q$ brings the long wavelength back without any enlargement of the cell.

\section{Second contribution: the constant term}

With smearing, and with time reversal making $\chi_{0,00}$ even in $\mathbf q$, write $\chi_{0,00}=-D+cq^2+\dots$ along a fixed direction. Then $\tilde\varepsilon_{00}=k_{\rm TF}^2/q^2+1-4\pi c+\dots$. The couplings to $\mathbf G\ne0$, called local fields, are
\begin{equation}
b_{\mathbf G}=\tilde\varepsilon_{\mathbf G0}=-\frac{4\pi\,\chi_{0,\mathbf G0}}{|\mathbf q+\mathbf G|\,q}=O(1/q).
\end{equation}
Let $B$ be the block of $\tilde\varepsilon$ with $\mathbf G,\mathbf G'\neq0$, which stays bounded. Eliminating the $\mathbf G\ne0$ components from the eigenvalue equation gives
\begin{equation}
\lambda_{\max}=\tilde\varepsilon_{00}+b^\dagger(\lambda_{\max}-B)^{-1}b .
\end{equation}
Here $b^\dagger b=O(1/q^2)$ while $(\lambda_{\max}-B)^{-1}\approx q^2/(4\pi D)$, so the product is finite:
\begin{equation}
\lambda_{\max}=\frac{k_{\rm TF}^2}{q^2}+\Big[1-4\pi c+\frac{4\pi}{D}\sum_{\mathbf G\ne0}\frac{|\chi_{0,\mathbf G0}|^2}{G^2}\Big]+\dots
\label{lam}
\end{equation}
The Thomas--Fermi form $1+k_{\rm TF}^2/q^2$ is thus correct in its growing term, while its constant is in general not 1.

\section{Weighing the terms in a model metal}

The model consists of planes of Gaussian positive charge, 4 bohr apart and 0.5 bohr wide, with mean density $n_0=0.025$ bohr$^{-3}$ and smearing $T=0.01$ hartree. Electrons move freely along the planes. Since $d^2k_\parallel=2\pi\,dE$, the in-plane integral of the occupation is
\begin{equation}
2\int\!\frac{d^2k_\parallel}{(2\pi)^2}f=\frac1\pi\int_0^\infty\! f(\epsilon+E)\,dE=\frac T\pi\ln\!\big(1+e^{(\mu-\epsilon)/T}\big).
\end{equation}
For $\mathbf q$ normal to the planes the in-plane energy cancels in $\epsilon_i-\epsilon_j$. A one-dimensional band calculation therefore describes a three-dimensional metal.

The self-consistent crystal has $D=0.0861$ hartree$^{-1}$\,bohr$^{-3}$, so $k_{\rm TF}^2=4\pi D=1.082$ bohr$^{-2}$ and $k_{\rm TF}=1.04$ bohr$^{-1}$ (1.97 \AA$^{-1}$). With $q=2\pi/(Na)$, $a=4$ bohr, and a relative error of $10^{-6}$ in $\delta V$ as the target, the best fixed mixing needs:

\begin{center}
\begin{tabular}{rrrrr}
$N$ & $q$ (bohr$^{-1}$) & $\lambda_{\max}$ & plain steps & Kerker steps\\
4 & 0.393 & 8.08 & 53 & 6\\
8 & 0.196 & 28.9 & 186 & 7\\
16 & 0.0982 & 112.9 & 702 & 6\\
32 & 0.0491 & 449.7 & 2750 & 6\\
64 & 0.0245 & 1797.0 & 10930 & 6
\end{tabular}
\end{center}

At $N=64$, $k_{\rm TF}^2/q^2=1796.5$ and the remainder is about 0.54. The local-field term in (\ref{lam}) cannot be negative, so a constant below 1 means $c>0$: near $q=0$ the response $|\chi_{0,00}|$ weakens as $q$ grows. This holds only at small $q$; at $N=4$ the remainder is 1.06 and $|\chi_{0,00}|$ slightly exceeds $D$.

A local exchange kernel $f_x<0$, taken at the mean density, adds $-f_x\chi_0$ to $\varepsilon$. Its $\mathbf G=0$ diagonal element tends to $f_xD=-0.33$; the computed shift of $\lambda_{\max}$ is $-0.35$. Both corrections are negligible beside 1796.5, so the Fermi-surface term alone sets $\lambda_{\max}$. Exchange can also push $\lambda_{\min}$ below 1, since $v+f_x<0$ at large $Q$, but by at most $|f_x|$ times the largest eigenvalue of $-\chi_0$, which stays bounded as $q\to0$; the $1/q^2$ growth of the cost comes from the Fermi surface.

Halving $q$ from $N=32$ to $N=64$ multiplies the plain count by 3.97, as $\lambda_{\max}\propto1/q^2$ implies. The estimate $(\kappa/2)\ln10^6$ gives about 12400 steps at $N=64$. It places the whole initial error in the slowest modes, and the actual count is somewhat lower.

Keeping $\alpha=0.7$ is worse than slow. At $N=8$ a real mixing step in an eight-cell supercell, started from a slightly wrong potential, multiplied the error at $q$ by $-19.2$, in agreement with $1-\alpha\varepsilon_{00}$. By contrast, the one-cell ground state converged in 12 steps with the same $\alpha$.

\section{The Kerker factor}

Multiply the residual by
\begin{equation}
P(Q)=\frac{Q^2}{Q^2+k_0^2},\qquad \mathbf Q=\mathbf q+\mathbf G .
\end{equation}
For $q\neq0$ every $P(Q)$ is positive, so the residual vanishes at the same solution as before. Only the path changes: the error is now multiplied by $1-\alpha P\varepsilon$. Since $P(Q)v(Q)=4\pi/(Q^2+k_0^2)$,
\begin{equation}
(P\varepsilon)_{\mathbf G\mathbf G'}=\frac{Q^2\delta_{\mathbf G\mathbf G'}-4\pi\chi_{0,\mathbf G\mathbf G'}}{Q^2+k_0^2}.
\label{pe}
\end{equation}
The divergence has gone from every element. The $\mathbf G=\mathbf G'=0$ element tends to $k_{\rm TF}^2/k_0^2$, which is 1 for $k_0=k_{\rm TF}$.

Finite elements bound the spectrum from above, but fast convergence also needs a lower bound. Write $P\varepsilon=wA$ with $w=4\pi/(Q^2+k_0^2)$ and $A=v^{-1}-\chi_0$. This has the eigenvalues of the Hermitian matrix $w^{1/2}Aw^{1/2}$, which are real and positive. As $q\to0$,
\begin{equation}
x^\dagger Ax\to\sum_{\mathbf G\ne0}\frac{G^2}{4\pi}|x_{\mathbf G}|^2+x^\dagger(-\chi_0)x .
\end{equation}
Neither term is negative. Their sum vanishes only if all $x_{\mathbf G\neq0}=0$ and then $D|x_0|^2=0$, that is, for $x=0$. With a finite set of plane waves the smallest eigenvalue thus keeps a positive limit, because $D>0$.

In the model the eigenvalues run from 0.82 to 1.09 at $N=64$. Then $\kappa=1.32$, the error factor (\ref{rate}) is $0.32/2.32=0.14$, and $\ln10^6/\ln(1/0.14)\approx7$ steps are expected; 6 were needed.

The value of $k_0$ is not critical. With $k_0^2$ four times too small or too large, the $\mathbf G=0$ element becomes 4 or $1/4$, and the computed $\kappa$ is about 4 in both cases (for the large $k_0$ its precise value depends on how many $\mathbf G$ are kept, since $P(Q)$ approaches 1 only at large $Q$). That costs a few tens of steps at most by (\ref{rate}), and since the spectrum has finite positive limits, this cost does not grow without bound as $q\to0$.

\section{Why the argument must be q+G}

If the factor is built from $G$ alone, it vanishes at $\mathbf G=0$ and that component of $\delta V$ is never updated. The damage shows in the density. Displacing the planes by $u\sin qx$ changes the mean ionic density by $-n_0qu\cos qx$ at long wavelength. Per unit $u$, Poisson's equation for the electron potential energy reads
\begin{equation}
\delta V_0=\frac{4\pi}{q^2}\,(\delta n_0+n_0q)
\quad\Longrightarrow\quad
\frac{\delta n_0}{-n_0q}=1-\frac{q\,\delta V_0}{4\pi n_0}.
\end{equation}
The solution satisfies $A\,\delta V=v^{-1}\delta V_{\rm bare}$. The right side is finite (its $\mathbf G=0$ entry is $n_0q$) and $A$ stays invertible, so $\delta V_0$ is bounded and the ratio tends to 1: the electrons follow the ions. At $N=64$ the correct solution gives 0.9994. Iteration from zero with the $G$-only factor stalls at 0.03. Setting that factor to 1 at $\mathbf G=0$ frees the component but restores the eigenvalue 1797.

\section{Where the remedy is unnecessary or harmful}

The slow convergence belongs to simple mixing. After $m$ steps a Krylov solver has a residual $p(\varepsilon)\,\delta V_{\rm bare}$, where $p$ is a polynomial of degree $m$ with $p(0)=1$, chosen to make the residual small. A factor $1-\lambda/\lambda_{\max}$ removes the isolated eigenvalue and lies between 0 and 1 on the rest of the spectrum, so one or two extra steps suffice. At $N=64$ the model needed 5 Krylov steps both with and without the Kerker factor. In a long cell several $\mathbf Q$ are small, each with its own large diagonal element, and this argument then costs one factor for each.

In an insulator no band crosses the Fermi level, so the $f'$ term is absent and $\chi_{0,00}=O(q^2)$. Then $\varepsilon_{00}$ is finite and the cost of plain mixing stays bounded as $q\to0$ (although $\alpha$ must still lie below $2/\lambda_{\max}$, which excludes 0.7 once $\lambda_{\max}$ exceeds about 2.9), whereas the $\mathbf G=0$ element of (\ref{pe}) falls as $q^2$. The smallest eigenvalue of a Hermitian matrix cannot exceed a diagonal element, so it falls at least as fast. To imitate an insulator, keep the model's potential, give every state of the lowest one-dimensional band the same in-plane density and leave the other bands empty; for $\mathbf q$ normal to the planes the intraband term then vanishes. With this occupation $\lambda_{\max}$ is 10.8 at $N=32$ and 11.2 at $N=64$, while the smallest Kerker eigenvalue drops from 0.021 to 0.0055. At such small $q$ the Kerker factor has created the slow mode it was meant to remove; at larger $q$ ($N\le8$ in this model) it still lowers the step count somewhat.

For a metal treated by simple mixing, the choice is therefore the Kerker factor in $\mathbf q+\mathbf G$ with $k_0$ near $k_{\rm TF}$. The general argument, made for the Hartree kernel and the charge density only, shows that the cost stops growing as $q\to0$ (an exchange--correlation kernel shifts the spectrum; local exchange raises the Kerker count of the model from 6 to 8 at $N=64$); that the eigenvalues also lie close to 1 was shown only for this model, whose electron density departs from its mean by less than 40\%, and a strongly inhomogeneous metal need not share it. As a check on the linear response itself, a nonlinear supercell calculation with displaced planes at $N=8$ gave the same density response at the five shortest wave vectors $\mathbf q+\mathbf G$, to $3\times10^{-5}$ of its largest component.

\section*{Numbers as computed}
\begin{verbatim}
plane spacing 4.0 bohr, Gaussian width 0.5 bohr
mean density 0.025 bohr^-3, smearing 0.01 hartree
k points 128, plane waves 11, response G 17
shortest reciprocal vector g = 1.5708 bohr^-1
Fermi level mu = 0.3986 hartree
D = dn/dmu = 0.08612 hartree^-1 bohr^-3
kTF^2 = 1.0822 bohr^-2 (jellium 1.1518)
kTF = 1.0403 bohr^-1 = 1.966 angstrom^-1
ground state, one cell, plain mixing 0.7: 12 steps
N | q (bohr^-1) | largest eigenvalue | 1+kTF^2/q^2 | remainder
 4 | 0.39270 | 8.079 | 8.017 | 1.062
 8 | 0.19635 | 28.902 | 29.070 | 0.832
16 | 0.09817 | 112.853 | 113.279 | 0.574
32 | 0.04909 | 449.662 | 450.116 | 0.546
64 | 0.02454 | 1797.007 | 1797.465 | 0.543
steps to relative error 1e-06 in dv, best fixed mixing:
N | plain | Kerker | Kerker eigenvalues low, high
 4 | 53 | 6 | 0.822, 1.083
 8 | 186 | 7 | 0.808, 1.085
16 | 702 | 6 | 0.817, 1.086
32 | 2750 | 6 | 0.821, 1.086
64 | 10930 | 6 | 0.822, 1.087
N=64: smallest plain eigenvalue 1.0000
N=64: plain mixing limit 2/lambda_max = 1.113e-03
N=64: estimate (kappa/2) ln(1/tol) = 12413 steps
N=64: plain steps ratio to N=32 = 3.975
N=64: Krylov steps plain 5, Kerker 5
N=64: exchange shift of eigenvalue -0.3472
      f_x*D = -0.3306
N=64: dn(q)/(-n0 q) = 0.99938
N=64: condition number, k0^2 = kTF^2/4: 4.08
N=64: condition number, k0^2 = 4 kTF^2: 4.03
factor from G only: dn(q)/(-n0 q) stalls at 0.0297
factor from G, set to 1 at G=0: eigenvalue 1797.0
insulator, largest eigenvalue N=32, 64: 10.797, 11.211
insulator, lowest Kerker eigenvalue N=32: 2.127e-02
insulator, lowest Kerker eigenvalue N=64: 5.526e-03
N=8 supercell, mixing 0.7: error factor -19.2141
      1 - alpha*eps_00 = -19.2141
N=8 displaced by 0.01 bohr, Kerker: 11 steps
dn(q) per displacement, frozen: -4.718639e-03 bohr^-4
dn(q) per displacement, linear: -4.718642e-03 bohr^-4
largest relative mismatch over five Q: 2.7e-05
\end{verbatim}
